# Haydock Recursion with a Constant Terminator: What Fixes the Band Edges: a numerical check

```python
# Result under test: a Haydock continued fraction closed with constants a, b
# has its continuum exactly on a-2b < E < a+2b; isolated poles may lie outside.
# head_a[n]: diagonal coefficient of level n; head_b[n]: coupling of n and n+1.
# hop: nearest-neighbour hopping (eV), H has -hop off the diagonal.
# All energies are in eV; the mean site energy is zero.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh, spsolve
from scipy.special import ellipkm1


def haydock(apply_h, start, levels):
    current = start / np.linalg.norm(start)
    previous = np.zeros_like(current)
    coupling = 0.0
    diagonal, couplings = [], []
    for _ in range(levels):
        new = apply_h(current) - coupling * previous
        mean = np.vdot(current, new)
        new -= mean * current
        coupling = np.linalg.norm(new)
        diagonal.append(mean)
        couplings.append(coupling)
        previous, current = current, new / coupling
    return np.array(diagonal), np.array(couplings)


def green(energy, head_a, head_b, a, b):
    z = np.asarray(energy, dtype=complex)
    x = z - a
    g = (x - np.sqrt(x - 2 * b) * np.sqrt(x + 2 * b)) / (2 * b * b)
    for an, bn in zip(head_a[::-1], head_b[::-1]):
        g = 1 / (z - an - bn**2 * g)
    return g


def ldos(energy, head_a, head_b, a, b):
    return -green(energy, head_a, head_b, a, b).imag / np.pi


def continuum(head_a, head_b, a, b, points=40000):
    """Energies and integration weights times LDOS over the continuum."""
    theta = (np.arange(points) + 0.5) * np.pi / points
    energy = a + 2 * b * np.cos(theta)
    measure = 2 * b * np.sin(theta) * np.pi / points
    return energy, measure * ldos(energy, head_a, head_b, a, b)


def long_chain(head_a, head_b, a, b, length):
    return (np.concatenate([head_a, np.full(length, a)]),
            np.concatenate([head_b, np.full(length - 1, b)]))


def outside_states(head_a, head_b, a, b, length=4000):
    """Discrete states of an explicit long chain outside a-2b..a+2b."""
    d, e = long_chain(head_a, head_b, a, b, length)
    energies, weights = [], []
    for window in ((-100.0, a - 2 * b), (a + 2 * b, 100.0)):
        found = eigh_tridiagonal(d, e, eigvals_only=True, select='v',
                                 select_range=window)
        if len(found):
            val, vec = eigh_tridiagonal(d, e, select='v',
                                        select_range=window)
            energies += list(val)
            weights += list(vec[0]**2)
    return np.array(energies), np.array(weights)


def lattice(site, bonds):
    """Open cubic lattice; bonds holds one scalar or array per axis."""
    def apply_h(v):
        w = site * v
        for axis in range(v.ndim):
            low = [slice(None)] * v.ndim
            high = [slice(None)] * v.ndim
            low[axis], high[axis] = slice(None, -1), slice(1, None)
            low, high = tuple(low), tuple(high)
            w[low] -= bonds[axis] * v[high]
            w[high] -= bonds[axis] * v[low]
        return w
    return apply_h


def sparse_cube(site, hop):
    n = site.shape[0]
    one = identity(n)
    line = diags([-hop, -hop], [-1, 1], shape=(n, n))
    h = (kron(kron(line, one), one) + kron(kron(one, line), one)
         + kron(kron(one, one), line))
    return (h + diags(site.ravel(), 0)).tocsc()


# ---------- model parameters ----------
mass, spacing_nm, width = 0.34, 0.33, 1.0
levels, samples, trap_depth = 36, 6, 5.0
gap, tail_width, temperature = 3.1, 0.015, 300.0
length_sd, missing = 0.05, 0.05
hop = (const.hbar**2 / (2 * mass * const.m_e * (spacing_nm * 1e-9)**2)
       / const.e)
dk = 1e-3 / (spacing_nm * 1e-9)
curvature = 4 * hop * const.e * (1 - math.cos(1e-3)) / dk**2
assert abs(const.hbar**2 / curvature / const.m_e - mass) < 1e-5

# ---------- one-dimensional chain: edge law depends on the head ----------
line_start = np.zeros(161)
line_start[80] = 1
a1, b1 = haydock(lattice(np.zeros(161), [hop]), line_start, 20)
grid = np.linspace(-1.8 * hop, 0.5 * hop, 20001)
k = (np.arange(400000) + 0.5) * np.pi / 400000
band = -2 * hop * np.cos(k)
k_fraction = np.mean((band > grid[0]) & (band < grid[-1]))
line_weight = trapezoid(ldos(grid, a1, b1, 0.0, hop), grid)
assert abs(line_weight - k_fraction) < 1e-4
near = np.array([1e-4, 4e-4])
edge_values = ldos(-2 * hop + near, a1, b1, 0.0, hop)
assert abs(edge_values[0] / edge_values[1] - 2) < 0.01

# ---------- clean cubic lattice ----------
size = 2 * levels + 1
start = np.zeros((size,) * 3)
start[levels, levels, levels] = 1
uniform = [hop] * 3
ca, cb = haydock(lattice(np.zeros_like(start), uniform), start, levels)
f = math.factorial
walks = sum(f(2 * levels) // (f(i) * f(j) * f(levels - i - j))**2
            for i in range(levels + 1) for j in range(levels + 1 - i))
tri = np.diag(np.append(ca, 0.0)) + np.diag(cb, 1) + np.diag(cb, -1)
vector = np.zeros(levels + 1)
vector[0] = 1
for _ in range(levels):
    vector = tri @ vector / hop
assert abs(vector @ vector / float(walks) - 1) < 1e-9


def settled(head_a, head_b):
    half = levels // 2
    return head_a[half:].mean(), head_b[half:].mean()


clean_a, clean_b = settled(ca, cb)
clean_edge = clean_a - 2 * clean_b
true_edge = -6 * hop
assert abs(clean_edge - true_edge) < 0.05


def exact_cubic(energy):
    e = energy + 2 * hop * np.cos(k)
    x = (e / (4 * hop))**2
    plane = np.zeros_like(x)
    inside = x < 1
    plane[inside] = ellipkm1(x[inside]) / (2 * np.pi**2 * hop)
    return plane.mean()


for energy in np.array([-5.5, -4.0, -3.0, 0.0]) * hop:
    ratio = ldos(energy, ca, cb, 0.0, 3 * hop) / exact_cubic(energy)
    assert abs(ratio - 1) < 0.03

bare = eigh_tridiagonal(ca, cb[:-1], eigvals_only=True)
resolution = bare[0] - true_edge
resolution_law = 3 * hop * (np.pi / (levels + 1))**2
assert abs(resolution / resolution_law - 1) < 0.25

# ---------- imposed edges: deliberately wrong b ----------
wrong = {}
for factor in (0.95, 1.05):
    b = factor * 3 * hop
    counts = []
    for length in (2000, 4000):
        d, e = long_chain(ca, cb, 0.0, b, length)
        values = eigh_tridiagonal(d, e, eigvals_only=True)
        counts.append(int(np.sum(np.abs(values) > 2 * b)))
    in_band = values[np.abs(values) <= 2 * b]
    assert counts[0] == counts[1]
    assert in_band[0] + 2 * b < 1e-4 and 2 * b - in_band[-1] < 1e-4
    pole_weight = outside_states(ca, cb, 0.0, b)[1].sum()
    energy, weight = continuum(ca, cb, 0.0, b)
    assert weight.min() > 0
    assert abs(weight.sum() + pole_weight - 1) < 1e-4
    false_part = weight[np.abs(energy) > 6 * hop].sum()
    wrong[factor] = (2 * b, counts[1], pole_weight, false_part)
assert wrong[0.95][1] > 0 and wrong[1.05][3] > 0

# ---------- disordered samples ----------
rng = np.random.default_rng(7)
edges, tops = [], []
for sample in range(samples):
    site = width * (rng.random(start.shape) - 0.5)
    site[levels, levels, levels] = 0.0
    ha, hb = haydock(lattice(site, uniform), start, levels)
    a, b = settled(ha, hb)
    edges.append(a - 2 * b)
    tops.append(a + 2 * b)
    if sample == 0:
        site0, da, db, a0, b0 = site, ha, hb, a, b
edges = np.array(edges)
lifshitz = -6 * hop - width / 2
assert edges.min() > lifshitz
energy, weight = continuum(da, db, a0, b0)
pole_e, pole_w = outside_states(da, db, a0, b0)
assert weight.min() > 0
assert abs(weight.sum() + pole_w.sum() - 1) < 1e-4
d, e = long_chain(da, db, a0, b0, 1500)
values, vectors = eigh_tridiagonal(d, e)
for limit in (-4.0, -1.0, 2.0):
    chain_sum = np.sum(vectors[0, values < limit]**2)
    formula_sum = weight[energy < limit].sum() + pole_w[pole_e < limit].sum()
    assert abs(chain_sum - formula_sum) < 5e-3


def centre(half):
    cut = slice(levels - half, levels + half + 1)
    return site0[cut, cut, cut].copy()


small = centre(8)
h = sparse_cube(small, hop)
source = np.zeros(small.size, dtype=complex)
source[small.size // 2] = 1
z = -2.0 + 1.0j
direct = spsolve((z * identity(small.size) - h).tocsc(),
                 source)[small.size // 2]
assert abs(green(z, da, db, a0, b0) / direct - 1) < 2e-3

# ---------- lowered home orbital: pole outside the continuum ----------
ta = da.copy()
ta[0] -= trap_depth
trap_e, trap_w = outside_states(ta, db, a0, b0)
bound, bound_weight = trap_e[0], trap_w[0]
trap_continuum = continuum(ta, db, a0, b0)[1].sum()
assert abs(trap_continuum + trap_w.sum() - 1) < 1e-4
block = centre(12)
block[12, 12, 12] -= trap_depth
first = np.zeros(block.size)
first[block.size // 2] = 1
value, vec = eigsh(sparse_cube(block, hop), k=1, which='SA', v0=first)
lattice_weight = vec[block.size // 2, 0]**2
assert abs(value[0] - bound) < 1e-3
assert abs(lattice_weight - bound_weight) < 5e-3

# ---------- true states below the imposed edge ----------
side = 2
while (lifshitz + 6 * hop * (1 - math.cos(np.pi / (side + 1)))
       >= edges.mean()):
    side += 1
cube_law = lifshitz + 6 * hop * (1 - math.cos(np.pi / (side + 1)))
cube = sparse_cube(np.full((side,) * 3, -width / 2), hop).toarray()
cube_energy = np.linalg.eigvalsh(cube)[0]
assert abs(cube_energy - cube_law) < 1e-9 and cube_energy < edges.mean()

# ---------- a gapped spectrum defeats constant coefficients ----------
stagger = 1.0
signs = stagger * (-1.0)**np.arange(161)
ga, gb = haydock(lattice(signs, [hop]), line_start, 10)
assert abs(abs(ga[-1] - ga[-2]) - 2 * stagger) < 1e-9
ring = np.diag(signs[:160])
for i in range(160):
    ring[i, (i + 1) % 160] = ring[(i + 1) % 160, i] = -hop
assert np.abs(np.linalg.eigvalsh(ring)).min() > stagger - 1e-9
outer_b = 0.5 * math.sqrt(stagger**2 + 4 * hop**2)
false_gap = float(ldos(0.0, ga, gb, 0.0, outer_b))
assert false_gap > 1e-8

# ---------- size of neglected effects ----------
stretched, broken = [], []
for axis in range(3):
    shape = [size] * 3
    shape[axis] -= 1
    stretch = 1 + length_sd * rng.standard_normal(shape)
    stretched.append(hop / stretch**2)
    broken.append(hop * (rng.random(shape) > missing))
shifts = []
for bonds in (stretched, broken):
    a, b = settled(*haydock(lattice(site0, bonds), start, levels))
    shifts.append(a - 2 * b - edges[0])
thermal = const.k * temperature / const.e


def two_band_count(energy):
    def mismatch(x):
        root = math.sqrt(1 + 4 * x * (1 / mass - 1) / gap)
        return x + gap / 2 * (root - 1) - energy
    return brentq(mismatch, 0, energy, xtol=1e-14)**1.5


step = 1e-4
two_band = two_band_count(0.1 + step) - two_band_count(0.1 - step)
parabolic = (mass * (0.1 + step))**1.5 - (mass * (0.1 - step))**1.5
nonparabolic = two_band / parabolic - 1

# ---------- output ----------
print(f"effective mass (rough input) = {mass:.2f} m_e")
print(f"cation spacing (rough input) = {spacing_nm:.2f} nm")
print(f"full width of site disorder (input) = {width:.2f} eV")
print(f"hopping = {hop:.4f} eV")
print(f"levels = {levels}, lattice side = {size} sites")
print(f"1D weight from -1.8 to 0.5 hop: fraction {line_weight:.5f}, "
      f"k count {k_fraction:.5f}")
print("clean b, first four levels =", np.round(cb[:4], 4), "eV")
print("clean b, last four levels =", np.round(cb[-4:], 4), "eV")
print(f"clean settled b = {clean_b:.4f} eV; 3 hop = {3*hop:.4f} eV")
print(f"clean edge: estimated {clean_edge:.4f}, exact {true_edge:.4f} eV")
print(f"lowest bare level above exact edge = {resolution:.4f} eV")
print(f"resolution law b(pi/(N+1))^2 = {resolution_law:.4f} eV")
for factor, (edge, number, pole, false_part) in wrong.items():
    print(f"b times {factor:.2f}: edges +-{edge:.4f} eV, {number} poles")
    print(f"  pole weight {pole:.3e}, false continuum {false_part:.3e}")
print("sample 1, a of first four levels =", np.round(da[:4], 4), "eV")
print("sample 1, b of first four levels =", np.round(db[:4], 4), "eV")
print(f"sample 1 settled a = {a0:.4f} eV, b = {b0:.4f} eV")
print(f"sample 1 edges = {edges[0]:.4f} and {tops[0]:.4f} eV")
print(f"sample 1 continuum weight = {weight.sum():.6f}")
print(f"sample 1 poles = {len(pole_w)}, weight = {pole_w.sum():.3e}")
print(f"lower edge, mean of {samples} samples = {edges.mean():.4f} eV")
print(f"standard deviation of lower edge = {edges.std(ddof=1):.4f} eV")
print(f"extreme (Lifshitz) lower limit = {lifshitz:.4f} eV")
for energy in (-6.0, -5.5, -5.0, -3.0, 0.0):
    value = float(ldos(energy, da, db, a0, b0))
    print(f"LDOS at {energy:.1f} eV: sample 1 {value:.5f}, "
          f"clean exact {exact_cubic(energy):.5f} per eV")
print(f"trap depth (input) = {trap_depth:.1f} eV")
print(f"trap pole = {bound:.5f} eV, lattice = "
      f"{float(eigsh(sparse_cube(block, hop), k=1, which='SA', v0=first)[0][0]):.5f} eV")
print(f"trap level below sample 1 edge = {edges[0]-bound:.4f} eV")
print(f"trap home weight: pole {bound_weight:.5f}, "
      f"lattice {lattice_weight:.5f}")
print(f"trap continuum weight = {trap_continuum:.5f}")
print(f"all-low cube with state below mean edge: side {side} sites, "
      f"{side**3} sites in all")
print(f"lowest state of that cube = {cube_energy:.4f} eV")
print(f"gapped chain: site energies +-{stagger:.1f} eV, last two a =",
      np.round(ga[-2:], 4), "eV")
print(f"false LDOS at midgap, 10 levels = {false_gap:.3e} per eV")
print(f"edge shift, {100*length_sd:.0f}% bond-length spread = "
      f"{shifts[0]:.4f} eV")
print(f"edge shift, {100*missing:.0f}% missing bonds = {shifts[1]:.4f} eV")
print(f"thermal energy at {temperature:.0f} K = {thermal:.4f} eV")
print(f"rough tail width (input) = {tail_width:.3f} eV")
print(f"rough band gap (input) = {gap:.1f} eV")
print(f"two-band DOS change 0.1 eV above edge = {100*nonparabolic:.2f} %")
print("checks complete")
```

Output:

```
effective mass (rough input) = 0.34 m_e
cation spacing (rough input) = 0.33 nm
full width of site disorder (input) = 1.00 eV
hopping = 1.0290 eV
levels = 36, lattice side = 73 sites
1D weight from -1.8 to 0.5 hop: fraction 0.43686, k count 0.43686
clean b, first four levels = [2.5205 3.087  3.1623 3.0098] eV
clean b, last four levels = [3.0898 3.0863 3.0854 3.09  ] eV
clean settled b = 3.0869 eV; 3 hop = 3.0870 eV
clean edge: estimated -6.1737, exact -6.1740 eV
lowest bare level above exact edge = 0.0227 eV
resolution law b(pi/(N+1))^2 = 0.0223 eV
b times 0.95: edges +-5.8653 eV, 8 poles
  pole weight 6.748e-03, false continuum 0.000e+00
b times 1.05: edges +-6.4827 eV, 0 poles
  pole weight 0.000e+00, false continuum 1.620e-06
sample 1, a of first four levels = [0.     0.0474 0.0173 0.0508] eV
sample 1, b of first four levels = [2.5205 3.1053 3.1553 3.0299] eV
sample 1 settled a = 0.0006 eV, b = 3.0966 eV
sample 1 edges = -6.1926 and 6.1937 eV
sample 1 continuum weight = 1.000000
sample 1 poles = 0, weight = 0.000e+00
lower edge, mean of 6 samples = -6.1931 eV
standard deviation of lower edge = 0.0015 eV
extreme (Lifshitz) lower limit = -6.6740 eV
LDOS at -6.0 eV: sample 1 0.00882, clean exact 0.01034 per eV
LDOS at -5.5 eV: sample 1 0.02120, clean exact 0.02172 per eV
LDOS at -5.0 eV: sample 1 0.03143, clean exact 0.03076 per eV
LDOS at -3.0 eV: sample 1 0.07299, clean exact 0.07439 per eV
LDOS at 0.0 eV: sample 1 0.15079, clean exact 0.13865 per eV
trap depth (input) = 5.0 eV
trap pole = -6.49112 eV, lattice = -6.49112 eV
trap level below sample 1 edge = 0.2986 eV
trap home weight: pole 0.57324, lattice 0.57325
trap continuum weight = 0.42676
all-low cube with state below mean edge: side 7 sites, 343 sites in all
lowest state of that cube = -6.2040 eV
gapped chain: site energies +-1.0 eV, last two a = [ 1. -1.] eV
false LDOS at midgap, 10 levels = 3.597e-05 per eV
edge shift, 5% bond-length spread = -0.0647 eV
edge shift, 5% missing bonds = 0.2220 eV
thermal energy at 300 K = 0.0259 eV
rough tail width (input) = 0.015 eV
rough band gap (input) = 3.1 eV
two-band DOS change 0.1 eV above edge = 3.46 %
checks complete
```
